# End Resistance of a Planar Contact and the Sheet Beneath It: test program

```python
# RESULT UNDER TEST: planar contact with zero sheet current at its far edge.
#   front resistance R_f = Z coth(u),  end resistance R_e = Z / sinh(u),
#   u = d/L,  L = sqrt(rho/R_k),  Z = R_k L / W.
#   Inversion: u = arcosh(R_f/R_e), R_k = (W/d) u sqrt(R_f^2-R_e^2),
#              rho = W d sqrt(R_f^2-R_e^2) / u.
# d, W: contact length along the current and width; rho: contact resistivity;
# R_k: sheet resistance under the metal; R_s: sheet resistance outside it.
# Internal units: micrometre, ohm, ampere, volt.
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import solve_bvp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

R_s, R_k = 400.0, 150.0          # ohm per square, rough typical values
rho = 1.0e-5 * 1e8               # ohm um^2, from ohm cm^2
W, d = 20.0, 4.0                 # um
gaps = (5.0, 10.0)               # um
current = 1.0e-4                 # A
temperature = 300.0              # K
L = np.sqrt(rho / R_k)
u = d / L
Z = R_k * L / W
R_f = Z / np.tanh(u)
R_e = Z / np.sinh(u)


def invert(front, end):
    """Sheet resistance under the metal and contact resistivity."""
    ratio_length = np.arccosh(front / end)
    root = np.sqrt(front**2 - end**2)
    return W * root * ratio_length / d, W * d * root / ratio_length


def solve_contact(length, law, drive=1.0):
    """Solve v'' = law(s, v), v'(0) = -drive, v'(length) = 0 numerically.
    Returns v(0)/drive, v(middle)/drive, v(length)/drive."""
    s = np.linspace(0, length, 201)
    guess = np.vstack([drive * (1 - s / (2 * length)),
                       -drive * (1 - s / length)])
    sol = solve_bvp(lambda x, y: np.vstack([y[1], law(x, y[0])]),
                    lambda a, b: np.array([a[1] + drive, b[1]]),
                    s, guess, tol=1e-8, max_nodes=20000)
    assert sol.success
    return sol.sol(np.array([0, length / 2, length]))[0] / drive


def linear(s, v):
    return v


def three_contacts(gap, dx, dy, overhang=0.0, metal_sheet=0.0):
    """Resistor network of three equal contacts on one mesa.
    Returns R_12, the voltage of contact 3 per ampere sent from 1 to 2
    (relative to contact 2), and R_13 with contact 2 floating."""
    n_c, n_g = round(d / dx), round(gap / dx)
    label = np.repeat([0, -1, 1, -1, 2], [n_c, n_g, n_c, n_g, n_c])
    n_over, n_w = round(overhang / dy), round(W / dy)
    nx, ny = len(label), n_w + 2 * n_over
    rows = np.arange(ny)
    under_row = (rows >= n_over) & (rows < n_over + n_w)
    covered = (label[:, None] >= 0) & under_row[None, :]
    sheet = np.where(covered, R_k, R_s)
    node = np.arange(nx * ny).reshape(nx, ny)
    pad = nx * ny
    metal = np.where(covered, pad + label[:, None], -1)
    count = pad + 3
    if metal_sheet > 0:          # metal fed from a pad at one end of its width
        inner = covered.copy()
        inner[:, n_over] = False
        metal[inner] = count + np.arange(inner.sum())
        count += int(inner.sum())
    links = [
        (node[:-1], node[1:], 2 * dy / (dx * (sheet[:-1] + sheet[1:]))),
        (node[:, :-1], node[:, 1:],
         2 * dx / (dy * (sheet[:, :-1] + sheet[:, 1:]))),
        (node[covered], metal[covered],
         np.full(int(covered.sum()), dx * dy / rho))]
    if metal_sheet > 0:
        both = covered[:-1] & covered[1:]
        links.append((metal[:-1][both], metal[1:][both],
                      np.full(int(both.sum()), dy / (dx * metal_sheet))))
        both = covered[:, :-1] & covered[:, 1:]
        links.append((metal[:, :-1][both], metal[:, 1:][both],
                      np.full(int(both.sum()), dx / (dy * metal_sheet))))
    a = np.concatenate([q[0].ravel() for q in links])
    b = np.concatenate([q[1].ravel() for q in links])
    g = np.concatenate([q[2].ravel() for q in links])
    matrix = coo_matrix((np.concatenate([g, g, -g, -g]),
                         (np.concatenate([a, b, a, b]),
                          np.concatenate([a, b, b, a]))),
                        shape=(count, count)).tocsr()
    keep = np.delete(np.arange(count), pad + 1)    # contact 2 is the reference
    factor = splu(matrix[keep][:, keep].tocsc(),
                  permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options=dict(SymmetricMode=True))
    source = np.zeros(count - 1)
    source[pad] = 1.0
    v = factor.solve(source)
    source[pad + 1] = -1.0
    w = factor.solve(source)
    return v[pad], v[pad + 1], w[pad] - w[pad + 1]


def measure(dx, dy, **options):
    """Synthetic measurement: line through two gaps, plus end resistance."""
    first = three_contacts(gaps[0], dx, dy, **options)
    second = three_contacts(gaps[1], dx, dy, **options)
    slope = (second[0] - first[0]) / (gaps[1] - gaps[0])
    front = (first[0] - slope * gaps[0]) / 2
    return slope * W, front, first[1], first[2], first[0]


# Closed forms against the numerical boundary-value problem
numeric = Z * solve_contact(u, linear)
V_middle = Z * np.cosh(u / 2) / np.sinh(u)
assert np.allclose(numeric, [R_f, V_middle, R_e], rtol=1e-6)

# Whole three-contact structure; mesh error is of order (dx/L)^2
net_Rs, net_Rf, net_Re, net_R13, net_R12 = measure(0.05, W)
assert abs(net_Rs / R_s - 1) < 1e-6
assert abs(net_Rf / R_f - 1) < 5e-4
assert abs(net_Re / R_e - 1) < 5e-4
R13 = 2 * R_f + 2 * gaps[0] * R_s / W + 2 * Z * np.tanh(u / 2)
assert abs(net_R13 / R13 - 1) < 5e-4
got_Rk, got_rho = invert(net_Rf, net_Re)
assert abs(got_Rk / R_k - 1) < 1e-3 and abs(got_rho / rho - 1) < 1e-3


def apparent_length(front, length):
    """Transfer length found from the front resistance if R_k = R_s."""
    return brentq(lambda x: R_s * x / np.tanh(length / x) / W - front,
                  1e-3, 1e3)


# Same front resistance, unmodified sheet: the end resistance tells them apart
L_wrong = apparent_length(net_Rf, d)
rho_wrong = R_s * L_wrong**2
Z_wrong = R_s * L_wrong / W
Re_wrong = Z_wrong / np.sinh(d / L_wrong)
check = Z_wrong * solve_contact(d / L_wrong, linear)
assert abs(check[0] / net_Rf - 1) < 1e-5
assert abs(check[2] / Re_wrong - 1) < 1e-5
assert net_Re / Re_wrong > 2

# Limits: long and short contacts
long_front, _, long_end = solve_contact(8.0, linear)
assert abs(long_end / (2 * np.exp(-8.0)) - 1) < 1e-3
long_rho = R_s * apparent_length(Z * long_front, 8.0 * L)**2
assert abs(long_rho / (rho * R_k / R_s) - 1) < 1e-3
short = solve_contact(0.2, linear)
assert abs(short[0] / (1 / 0.2 + 0.2 / 3) - 1) < 1e-4
assert abs(short[2] / (1 / 0.2 - 0.2 / 6) - 1) < 1e-4


def sensitivities(x):
    """Log-derivatives: R_k to R_f, R_k to R_e, rho to R_f, rho to R_e."""
    c, q = 1 / np.tanh(x), 1 / np.sinh(x)**2
    return np.array([c**2 + c / x, -q - c / x, c**2 - c / x, -q + c / x])


step = 1e-5
up_f = np.log(invert(R_f * np.exp(step), R_e))
dn_f = np.log(invert(R_f * np.exp(-step), R_e))
up_e = np.log(invert(R_f, R_e * np.exp(step)))
dn_e = np.log(invert(R_f, R_e * np.exp(-step)))
by_f, by_e = (up_f - dn_f) / (2 * step), (up_e - dn_e) / (2 * step)
sens = sensitivities(u)
assert np.allclose([by_f[0], by_e[0], by_f[1], by_e[1]], sens, atol=1e-6)

# Equal independent absolute errors in R_f and R_e
noise = 0.1                      # ohm


def relative_error(length):
    x = length / L
    s = sensitivities(x)
    return noise / Z * np.hypot(s[0] * np.tanh(x), s[1] * np.sinh(x))


lengths = np.linspace(0.5, 16, 3101)
best = lengths[np.argmin(relative_error(lengths))]
assert lengths[0] < best < lengths[-1]

# Neglected effects, sized by applying the ideal inversion to fuller models
base = np.array(invert(*measure(0.25, W)[1:3]))
metal_sheet, overhang = 0.1, 1.0
m_metal = measure(0.25, 0.5, metal_sheet=metal_sheet)
m_over = measure(0.25, 0.5, overhang=overhang)
shift_metal = 100 * (np.array(invert(*m_metal[1:3])) / base - 1)
shift_over = 100 * (np.array(invert(*m_over[1:3])) / base - 1)


def graded(tilt):
    return lambda s, v: v / (1 + tilt * (2 * s / u - 1))


tilt = 0.3
shift_tilt = []
for sign in (1, -1):
    r = Z * solve_contact(u, graded(sign * tilt))
    shift_tilt.append(100 * (invert(r[0], r[2])[0] / R_k - 1))

thermal = boltzmann * temperature / charge
drive = current * Z / thermal


def diode(s, v):
    return np.expm1(v)


forward = Z * solve_contact(u, diode, drive)
reverse = Z * solve_contact(u, diode, -drive)
mean = (forward + reverse) / 2
shift_diode = [100 * (invert(r[0], r[2])[0] / R_k - 1)
               for r in (forward, reverse, mean)]
edge_error, depth, hot = 0.1, 0.025, 425.0       # um, um, K
hot_Rk = R_k * (hot / temperature)**2            # rough phonon-limited rise
hot_L = np.sqrt(rho / hot_Rk)
hot_Rf = hot_Rk * hot_L / W / np.tanh(d / hot_L)
hot_Re = hot_Rk * hot_L / W / np.sinh(d / hot_L)

cm2 = 1e-8
print(f"Input R_s outside metal: {R_s:.0f} ohm/sq")
print(f"Input R_k under metal: {R_k:.0f} ohm/sq")
print(f"Input rho: {rho*cm2:.2e} ohm cm2")
print(f"Width W, length d: {W:.0f}, {d:.0f} um")
print(f"Gaps: {gaps[0]:.0f}, {gaps[1]:.0f} um")
print(f"Transfer length L: {L:.4f} um")
print(f"u = d/L: {u:.4f}")
print(f"cosh u, sinh u: {np.cosh(u):.4f}, {np.sinh(u):.4f}")
print(f"Z: {Z:.4f} ohm")
print(f"R_f closed form, BVP: {R_f:.4f}, {numeric[0]:.4f} ohm")
print(f"R_e closed form, BVP: {R_e:.4f}, {numeric[2]:.4f} ohm")
print(f"R_f times W: {R_f*W*1e-3:.4f} ohm mm")
print(f"Network R_12 at first gap: {net_R12:.4f} ohm")
print(f"R_13 at first gap, network: {net_R13:.4f} ohm")
print(f"R_13 at first gap, formula: {R13:.4f} ohm")
print(f"Network R_f, R_e: {net_Rf:.4f}, {net_Re:.4f} ohm")
print(f"Network R_f/R_e: {net_Rf/net_Re:.4f}")
print(f"Recovered R_s: {net_Rs:.2f} ohm/sq")
print(f"Recovered R_k: {got_Rk:.2f} ohm/sq")
print(f"Recovered rho: {got_rho*cm2:.4e} ohm cm2")
print(f"If R_k=R_s: L = {L_wrong:.4f} um")
print(f"If R_k=R_s: rho = {rho_wrong*cm2:.3e} ohm cm2")
print(f"If R_k=R_s: predicted R_e = {Re_wrong:.4f} ohm")
print(f"Measured/predicted R_e: {net_Re/Re_wrong:.2f}")
print(f"True/apparent rho: {rho/rho_wrong:.3f}")
print(f"Sensitivity of R_k to R_f, R_e: {sens[0]:.3f}, {sens[1]:.3f}")
print(f"Sensitivity of rho to R_f, R_e: {sens[2]:.3f}, {sens[3]:.3f}")
print(f"Assumed error in R_f and in R_e: {noise:.1f} ohm")
for length in (1.0, d, 12.0):
    print(f"R_k error at d={length:.0f} um: "
          f"{100*relative_error(length):.2f} %")
print(f"Best length for R_k: {best:.2f} um")
print(f"R_k error at best length: {100*relative_error(best):.2f} %")
print(f"Metal sheet, side fed: {metal_sheet:.1f} ohm/sq")
print(f"  shift of R_k, rho: {shift_metal[0]:.2f}, {shift_metal[1]:.2f} %")
print(f"Uncovered mesa on each side: {overhang:.1f} um")
print(f"  R_f, R_e then: {m_over[1]:.3f}, {m_over[2]:.3f} ohm")
print(f"  shift of R_k, rho: {shift_over[0]:.2f}, {shift_over[1]:.2f} %")
print(f"rho tilt front to far edge: -/+ {100*tilt:.0f} %")
print(f"  shift of R_k, rho rising: {shift_tilt[0]:.2f} %")
print(f"  shift of R_k, rho falling: {shift_tilt[1]:.2f} %")
print(f"Measuring current: {current*1e3:.1f} mA")
print(f"Front voltage, kT/q: {current*R_f*1e3:.3f}, {thermal*1e3:.2f} mV")
print(f"Diode law, R_k shift forward: {shift_diode[0]:.2f} %")
print(f"Diode law, R_k shift reverse: {shift_diode[1]:.2f} %")
print(f"Diode law, R_k shift averaged: {shift_diode[2]:.3f} %")
print(f"Length error {edge_error:.1f} um in R_k: {100*edge_error/d:.1f} %")
print(f"Gas depth {depth*1e3:.0f} nm over L: {depth/L:.4f}")
print(f"At {hot:.0f} K, R_k taken as: {hot_Rk:.0f} ohm/sq")
print(f"  R_f, R_e then: {hot_Rf:.2f}, {hot_Re:.2f} ohm")
print("success")
```

Printed output:

```
Input R_s outside metal: 400 ohm/sq
Input R_k under metal: 150 ohm/sq
Input rho: 1.00e-05 ohm cm2
Width W, length d: 20, 4 um
Gaps: 5, 10 um
Transfer length L: 2.5820 um
u = d/L: 1.5492
cosh u, sinh u: 2.4600, 2.2476
Z: 19.3649 ohm
R_f closed form, BVP: 21.1951, 21.1951 ohm
R_e closed form, BVP: 8.6157, 8.6157 ohm
R_f times W: 0.4239 ohm mm
Network R_12 at first gap: 142.3923 ohm
R_13 at first gap, network: 267.5519 ohm
R_13 at first gap, formula: 267.5488 ohm
Network R_f, R_e: 21.1961, 8.6164 ohm
Network R_f/R_e: 2.4600
Recovered R_s: 400.00 ohm/sq
Recovered R_k: 150.00 ohm/sq
Recovered rho: 1.0001e-05 ohm cm2
If R_k=R_s: L = 1.0587 um
If R_k=R_s: rho = 4.483e-06 ohm cm2
If R_k=R_s: predicted R_e = 0.9687 ohm
Measured/predicted R_e: 8.89
True/apparent rho: 2.230
Sensitivity of R_k to R_f, R_e: 1.904, -0.904
Sensitivity of rho to R_f, R_e: 0.491, 0.509
Assumed error in R_f and in R_e: 0.1 ohm
R_k error at d=1 um: 3.87 %
R_k error at d=4 um: 1.38 %
R_k error at d=12 um: 5.84 %
Best length for R_k: 4.67 um
R_k error at best length: 1.35 %
Metal sheet, side fed: 0.1 ohm/sq
  shift of R_k, rho: -0.24, 1.31 %
Uncovered mesa on each side: 1.0 um
  R_f, R_e then: 21.449, 8.912 ohm
  shift of R_k, rho: -0.89, 2.18 %
rho tilt front to far edge: -/+ 30 %
  shift of R_k, rho rising: -11.85 %
  shift of R_k, rho falling: 12.27 %
Measuring current: 0.1 mA
Front voltage, kT/q: 2.120, 25.85 mV
Diode law, R_k shift forward: -0.49 %
Diode law, R_k shift reverse: 0.49 %
Diode law, R_k shift averaged: -0.008 %
Length error 0.1 um in R_k: 2.5 %
Gas depth 25 nm over L: 0.0097
At 425 K, R_k taken as: 301 ohm/sq
  R_f, R_e then: 28.12, 6.19 ohm
success
```
